# Why Boltzmann impurity transport does not need level widths below kT

**Q.** My two-dimensional electron gas has $\mu=10$ meV above the band bottom and an impurity scattering rate $\hbar/\tau=1$ meV. At 0.1 K, $kT=0.0086$ meV, so the level width $\hbar/\tau$ is 116 times $kT$. The Boltzmann equation uses a Fermi function of the level energy. How can it survive when that step is washed out?

**A.** The washing out is real, so let us see first which quantity it affects. Scattering gives a plane-wave state of band energy $\varepsilon$ the spectral function

$$A(\varepsilon,E)=\frac1\pi\,\frac{\Gamma}{(E-\varepsilon)^2+\Gamma^2},\qquad \Gamma=\frac{\hbar}{2\tau}.$$

The factor 2 arises because the amplitude decays as $e^{-\Gamma t/\hbar}$ and the probability as its square, $e^{-t/\tau}$. I take $\Gamma$ constant for now. The occupation of the plane wave is $n(\varepsilon)=\int dE\,f(E)A(\varepsilon,E)$. Since $A$ depends on $E-\varepsilon$, $\partial_\varepsilon A=-\partial_E A$, and an integration by parts gives

$$-\frac{dn}{d\varepsilon}=\int dE\,\bigl(-f'(E)\bigr)A(\varepsilon,E).$$

For $kT\ll\Gamma$, $-f'$ acts as a delta function, and the slope at $\varepsilon=\mu$ is $1/(\pi\Gamma)$. With $\Gamma=0.5$ meV this is 0.64 per meV, whereas sharp levels would give $1/(4kT)=29$ per meV. The momentum distribution is therefore nothing like a Fermi function at temperature $T$. What remains to be asked is whether the conductivity depends on that distribution.

**Q.** What does it depend on, then?

**A.** On the occupation of the exact energy levels of the electron in the presence of the impurities. To see this, let $H$ be the one-electron Hamiltonian including all impurities, with eigenstates $|n\rangle$ and energies $E_n$. Apply a field $\mathcal E\cos\omega t$ along $x$. The perturbation is $e\mathcal E x\cos\omega t$, and half of its amplitude drives absorption. Upward minus downward transitions carry the factor $f_n(1-f_m)-f_m(1-f_n)=f_n-f_m$. With a factor 2 for spin, the golden rule gives the absorbed power

$$P=2\sum_{nm}\frac{2\pi}{\hbar}\Bigl(\frac{e\mathcal E}{2}\Bigr)^2|x_{mn}|^2\,\hbar\omega\,(f_n-f_m)\,\delta(E_m-E_n-\hbar\omega).$$

From $v_x=(i/\hbar)[H,x]$ we get $v_{mn}=i\omega x_{mn}$ for these transitions, so $|x_{mn}|^2=|v_{mn}|^2/\omega^2$. Equating $P$ to the Joule heat $V\sigma\mathcal E^2/2$ gives

$$\sigma(\omega)=\frac{2\pi e^2}{V\omega}\sum_{nm}|v_{mn}|^2(f_n-f_m)\,\delta(E_m-E_n-\hbar\omega).$$

Now insert $\int dE\,\delta(E-E_n)=1$ and let $\omega\to0$ after the volume has become large. Then $[f(E)-f(E+\hbar\omega)]/\omega\to\hbar(-f'(E))$, and

$$\sigma=\frac{2\pi e^2\hbar}{V}\int dE\,(-f'(E))\,\mathrm{Tr}\bigl[v_x\,\delta(E-H)\,v_x\,\delta(E-H)\bigr].$$

Static impurities conserve $E$. Each energy contributes its own conductivity and, at fixed $\mu$, temperature enters only through the weights $-f'(E)$. No relation between $kT$ and $\hbar/\tau$ has been assumed.

**Q.** Where do the broad levels come in?

**A.** In the disorder average of the trace. Write $\delta(E-H)=i(G^R-G^A)/2\pi$, with $G^{R,A}=(E\pm i0-H)^{-1}$. The averaged $G^R$ is diagonal in momentum and equals $1/(E-\varepsilon_k-\Sigma)$, with $\Gamma=-\mathrm{Im}\,\Sigma$. The average of a product also contains terms in which both Green functions scatter from the same impurity.

Assume isotropic scattering, so that an impurity line carries no momentum dependence. The rung nearest a velocity vertex then multiplies $\sum_k v_x(k)\,G_k\,G_k$, for any combination of $R$ and $A$. This sum vanishes, because $v_x$ is odd in $k$ and $\varepsilon_k$ is even, so all uncrossed ladders drop out. I also neglect diagrams with crossed impurity lines; their size needs a separate estimate. What remains is the bubble, in which each delta function becomes $A(\varepsilon_k,E)$. With

$$\Phi(\varepsilon)=\frac2V\sum_k v_x^2\,\delta(\varepsilon-\varepsilon_k)$$

it reads

$$\sigma=\pi e^2\hbar\int dE\,(-f'(E))\int d\varepsilon\,\Phi(\varepsilon)\,A(\varepsilon,E)^2 .$$

**Q.** That still has a squared Lorentzian inside a thermal window. Why is it not sensitive to which is wider?

**A.** Do the $\varepsilon$ integral first, at fixed $E$. If $\Phi$ hardly changes over a width $\Gamma$, it can be taken outside. With $\varepsilon-E=\Gamma\tan\theta$,

$$\int d\varepsilon\,A^2=\frac{\Gamma^2}{\pi^2}\int_{-\infty}^{\infty}\frac{dx}{(x^2+\Gamma^2)^2}
=\frac{1}{\pi^2\Gamma}\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\frac{1}{2\pi\Gamma}=\frac{\tau}{\pi\hbar}.$$

The prefactor $\pi\hbar$ cancels:

$$\sigma=e^2\int dE\,(-f'(E))\,\Phi(E)\,\tau .$$

Compare the Boltzmann equation. The force $-e\mathcal E$ gives $(-e\mathcal E/\hbar)\,\partial f/\partial k_x=-\delta f/\tau$. Since $\partial f/\partial k_x=\hbar v_xf'$, we have $\delta f=e\mathcal E\tau v_xf'$. The current density $-(2e/V)\sum_k v_x\,\delta f$ then yields the same $\sigma$. The thermal window was never involved in the integral that produced $\tau$.

**Q.** I would like to see the two widths side by side, as a convolution.

**A.** For constant $\Gamma$, write $\pi\hbar A^2=\tau L(E-\varepsilon)$ with

$$L(x)=\frac{2\Gamma^3}{\pi}\frac{1}{(x^2+\Gamma^2)^2},\qquad \int L\,dx=1 .$$

Exchanging the integrals gives

$$\sigma=e^2\tau\int d\varepsilon\,\Phi(\varepsilon)W(\varepsilon),\qquad W(\varepsilon)=\int dE\,(-f'(E))\,L(E-\varepsilon).$$

A convolution of two functions of unit area has unit area. Both are symmetric, so the mean of $W$ is $\mu$, and their variances add. For $L$, the same substitution gives

$$\int x^2L\,dx=\frac{2\Gamma^3}{\pi}\,\frac1\Gamma\int_{-\pi/2}^{\pi/2}\sin^2\theta\,d\theta=\Gamma^2 .$$

For the thermal factor, put $y=(E-\mu)/kT$ and expand in $e^{-y}$ for $y>0$:

$$2\int_0^\infty\! y^2\sum_{n\ge1}(-1)^{n+1}n\,e^{-ny}\,dy=4\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{3}.$$

Expanding $\Phi$ to second order about $\mu$ gives

$$\sigma\simeq e^2\tau\Bigl[\Phi(\mu)+\tfrac12\Phi''(\mu)\Bigl(\tfrac{\pi^2}{3}(kT)^2+\Gamma^2\Bigr)\Bigr].$$

Each width is measured against the energy over which $\Phi$ curves. In a simple band that energy is of order $E_F$. The ratio $\Gamma/kT$ decides which width dominates $W$, but the area and mean of $W$ do not depend on it.

A three-dimensional parabolic band with constant $\tau$ has $\Phi\propto\varepsilon^{3/2}$, because the density of states goes as $\varepsilon^{1/2}$ and the mean $v_x^2$ as $\varepsilon$. Then $\Phi''/\Phi=3/(4\mu^2)$, and the correction relative to $e^2\tau\Phi(\mu)$ is

$$\frac38\,\frac{\pi^2(kT)^2/3+\Gamma^2}{\mu^2}.$$

For $kT=0.01\mu$ and $\Gamma=0.02\mu$ this is $0.375\,(3.29+4.00)\times10^{-4}=2.73\times10^{-4}$, and direct integration of the bubble gives the same to three digits. The thermal term is already in the Boltzmann result; to this order the quantum broadening adds only the $\Gamma^2$ term.

Both terms are for fixed $\mu$. In a metal it is the electron density that is fixed, and $\mu$ falls slightly on heating. In the Boltzmann result with constant $\tau$ this cancels the thermal term exactly: an integration by parts turns $\int(-f')\,\varepsilon^{3/2}d\varepsilon$ into $\tfrac32\int f\,\varepsilon^{1/2}d\varepsilon$, which is proportional to the density.

**Q.** Put in my two-dimensional numbers.

**A.** In two dimensions the density of states is $m/(\pi\hbar^2)$ and the mean $v_x^2$ is $\varepsilon/m$, so $\Phi=\varepsilon/(\pi\hbar^2)$ for $\varepsilon>0$. The mass cancels. At low temperature

$$\sigma=\frac{e^2\tau\mu}{\pi\hbar^2}=\frac{e^2}{h}\,\frac{\mu}{\Gamma}=\frac{10}{0.5}\,\frac{e^2}{h}=20\,\frac{e^2}{h}=0.775\ \text{mS},$$

with $\tau=0.658$ ps. The bubble, integrated numerically, agrees with Boltzmann theory to between 1.3 and 1.5 parts in $10^5$ at 0.1, 1 and 10 K. Over that range $\hbar/(\tau kT)$ falls from 116 to 1.16.

These figures take the scattering to be isotropic, as assumed above. Charged donors set back from the electron layer scatter mostly through small angles. The current then decays with a transport time that can be more than ten times the $\tau$ of the level width, and the conductivity is larger by the same factor.

**Q.** If $\Phi$ is linear, $\Phi''=0$. Where does even that small difference come from?

**A.** From the band edge, where $\Phi$ has a kink that the tail of $L$ can reach. At one energy $E$ the bubble is

$$\sigma(E)=\frac{e^2}{h}\,\frac2\pi\int_0^\infty\frac{\varepsilon\,\Gamma^2\,d\varepsilon}{[(\varepsilon-E)^2+\Gamma^2]^2}.$$

Set $\varepsilon=E+x$, with $x$ running from $-E$ to infinity. The part with $x$ in the numerator gives $\Gamma^2/[2(E^2+\Gamma^2)]$. The part with $E$ uses

$$\int\frac{\Gamma^2dx}{(x^2+\Gamma^2)^2}=\frac{x}{2(x^2+\Gamma^2)}+\frac{1}{2\Gamma}\arctan\frac x\Gamma ,$$

which differentiation confirms, and gives

$$\frac{E^2}{2(E^2+\Gamma^2)}+\frac{E}{2\Gamma}\Bigl(\frac\pi2+\arctan\frac E\Gamma\Bigr).$$

The two rational terms add to $\tfrac12$:

$$\sigma(E)=\frac{e^2}{h}\,\frac2\pi\Bigl[\frac12+\frac{E}{2\Gamma}\Bigl(\frac\pi2+\arctan\frac E\Gamma\Bigr)\Bigr].$$

For $E\gg\Gamma$, $\arctan(E/\Gamma)\simeq\pi/2-\Gamma/E+\Gamma^3/(3E^3)$. The second term cancels the $\tfrac12$, leaving

$$\sigma(E)\simeq\frac{e^2}{h}\,\frac E\Gamma\Bigl[1+\frac{1}{3\pi}\Bigl(\frac\Gamma E\Bigr)^3\Bigr].$$

With $\Gamma/E=0.05$ the relative correction is $1.3\times10^{-5}$, as found. It arises because the Lorentzian in $\varepsilon$ is cut off at the band bottom; at low temperature only the value of $\Gamma$ near $E=\mu$ enters. I would not look for it in a sample, because the neglected crossed diagrams are far larger.

**Q.** Suppose $\tau$ itself varies quickly with energy, as near an impurity resonance. Surely it is then blurred over $\Gamma$?

**A.** Not by the bubble, if $\Sigma(E)$ is given and independent of momentum. In the inner integral $E$ is fixed, so $\Sigma(E)$ is a constant there however fast it varies with $E$. Its real part moves the centre of the Lorentzian to $\varepsilon=E-\mathrm{Re}\,\Sigma(E)$, and

$$\sigma\simeq e^2\int dE\,(-f'(E))\,\Phi\bigl(E-\mathrm{Re}\,\Sigma(E)\bigr)\,\tau(E).$$

As an example take $\Sigma=-i\Gamma_0+g^2/(E-E_r+iw)$ with $\Gamma_0=0.5$ meV, $g^2=0.05$ meV$^2$, $w=0.1$ meV and $E_r=10.05$ meV. At resonance $\Gamma=0.5+0.05/0.1=1.0$ meV, ten times the half width $w$ of the structure. The bubble gives 11.38, 13.79 and 18.82 $e^2/h$ at 0.1, 1 and 10 K, and the formula above agrees at each temperature to better than one part in $10^3$.

So the conductivity can depend strongly on temperature although each scattering event is elastic. The thermal window averages $\tau(E)$, and as it widens it takes in energies away from the resonance, where $\tau$ is longer.

The self-energy itself can be smeared, however. If the structure in $\tau(E)$ comes from the band density of states, as at the edge of a second subband, the self-consistent $\Sigma$ samples that density with broadened levels. For subbands with bottoms $\varepsilon_i$, each contributing $\Gamma_0$ in the golden rule, the self-consistent Born width at band energy $x=E-\mathrm{Re}\,\Sigma$ obeys

$$\Gamma=\frac{\Gamma_0}{\pi}\sum_i\Bigl[\frac\pi2+\arctan\frac{x-\varepsilon_i}{\Gamma}\Bigr].$$

With $\Gamma_0=0.5$ meV and edges at 0 and 10 meV, the golden-rule width steps from 0.5 to 1.0 meV at the second edge, while this $\Gamma$ rises smoothly, from 0.57 meV at 1 meV below the edge to 0.87 meV at 1 meV above it. At 0.5 meV below the edge the bubble gives 15.1 $e^2/h$ and Boltzmann theory with the golden-rule rate gives 19.0. Such a step is blurred over a few $\Gamma$.

**Q.** You dropped the crossed diagrams. Could they be where $kT$ hides?

**A.** They set one practical limit of the theory, and temperature can enter there through phase coherence. The most important of them, the maximally crossed ones, describe interference between a closed path and its reverse. A rough estimate in two dimensions is the chance that a diffusing electron returns to a strip one wavelength wide. With $D=v_F^2\tau/2$ and $\lambda_F=2\pi/k_F$,

$$\int_\tau^{\tau_\phi}\frac{\lambda_F v_F\,dt}{4\pi Dt}=\frac{1}{k_Fl}\ln\frac{\tau_\phi}{\tau},\qquad l=v_F\tau ,$$

where $\tau_\phi$ is the phase-coherence time. This fixes the order of magnitude, not the coefficient. The condition is that the product be small. Cooling can violate it by lengthening $\tau_\phi$, but that is a condition on coherence. In a real two-dimensional gas at low temperature $\tau_\phi$ is usually set by electron-electron collisions and grows roughly as $1/T$, so $\hbar/(kT\tau)$ does appear here, but only inside the logarithm and divided by $k_Fl$. In your sample $k_Fl=2\mu\tau/\hbar=\mu/\Gamma=20$, so the rough estimate is 5% times the logarithm. Summing the maximally crossed diagrams gives $\delta\sigma=-(e^2/\pi h)\ln(\tau_\phi/\tau)$, smaller by a factor $\pi$, which is 1.6% times the logarithm and still far above the band-edge term.

All this is for independent electrons. In a real disordered two-dimensional gas with $kT<\hbar/\tau$, the interaction between electrons adds a correction of order $(e^2/\pi h)\ln(\hbar/kT\tau)$, which does depend on the ratio you asked about. For your numbers at 0.1 K it is of order 1.5 $e^2/h$, less than a tenth of $\sigma$. It is a many-electron effect, outside the elastic one-electron problem treated here.

**Q.** Is there a check that does not start from the bubble?

**A.** Yes: diagonalize a disordered system and evaluate the trace formula directly. Take a square lattice of $20\times20$ sites with hopping $t$ and random site energies spread uniformly over a width $2t$, averaged over 25 samples with different boundary phases. The Fermi energy lies $2t$ above the clean band bottom. Each delta function is given a small half width $\eta=0.06t$, since a finite system has discrete levels; this also limits phase coherence.

The disorder also shifts the levels, by $\mathrm{Re}\,\Sigma=-0.084t$, so Boltzmann theory must be evaluated at the band energy $E_F-\mathrm{Re}\,\Sigma$, as in the resonance formula. There the golden rule gives an impurity half width of $0.1165t$, so the total is $0.1765t$. At $kT=0$, where $\Gamma/kT$ is infinite, the results in $e^2/h$ are:

- exact eigenstates: 9.87
- bubble with a self-consistent Born self-energy: 10.09
- Boltzmann theory with the total half width $0.1765t$ (golden rule plus $\eta$): 10.02

The exact value lies 1.5% below Boltzmann theory. This is within the statistical scatter, which at $kT=0$ is a few percent between different sets of 25 samples. Omitting the impurity width would have raised the prediction by a factor $0.1765/0.06\approx2.9$. At $kT=0.2t$, slightly above the total half width, exact eigenstates give 9.67 and the bubble 9.91. Both temperatures use the same samples, so their similar deficits of about 2% are not independent evidence. The test confirms that the impurity width sets the conductivity, but it is too noisy to show the crossed diagrams.

**Q.** How far can I push $\hbar/\tau$ towards the Fermi energy?

**A.** The bubble alone is misleadingly tolerant. At $\mu=10$ meV and 0.1 K its ratio to Boltzmann theory is 1.01 for $\hbar/\tau=10$ meV, 1.07 for 20 meV and 1.28 for 40 meV. But at $\hbar/\tau=\mu$ we have $k_Fl=2$, and the neglected crossed terms are no longer small. The agreement to 1% there compares two approximations and does not validate either. The safe condition remains $\hbar/\tau\ll E_F$, and where several subbands are near, $\hbar/\tau$ must also be small against the distance from $\mu$ to the nearest subband edge.

**Q.** Then is $\hbar/\tau\ll kT$ never needed for elastic scattering?

**A.** It is needed when the gas is not degenerate, because the typical carrier energy is then $kT$ itself. Take $\mu=0$ in the two-dimensional model. In units of $e^2/h$ the Boltzmann value is

$$\int_0^\infty dE\,(-f')\frac E\Gamma=\frac1\Gamma\int_0^\infty f\,dE=\frac{kT\ln2}{\Gamma}.$$

Let $D(E)$ be the bubble minus the Boltzmann conductivity at energy $E$, and $x=|E|/\Gamma$. For $E>0$ use $\pi/2+\arctan x=\pi-\arctan(1/x)$; for $E<0$ use $\pi/2-\arctan x=\arctan(1/x)$. Both signs give

$$D=\frac1\pi\Bigl[1-x\arctan\frac1x\Bigr],$$

which falls off as $1/(3\pi x^2)$, so that nearly two thirds of its area lies within $\Gamma$ of the band edge. Its area is

$$\frac{2\Gamma}{\pi}\Bigl[\frac x2-\frac{x^2}{2}\arctan\frac1x+\frac12\arctan x\Bigr]_0^\infty=\frac{2\Gamma}{\pi}\,\frac\pi4=\frac\Gamma2 .$$

For $kT\gg\Gamma$ the weight there is $-f'(0)=1/(4kT)$, so the excess is $\Gamma/(8kT)$. Relative to the Boltzmann value this is

$$\frac{1}{8\ln2}\Bigl(\frac{\Gamma}{kT}\Bigr)^2 .$$

At $kT=10\Gamma$ the formula gives 0.18% and the full integral 0.17%. At $kT=\Gamma$ the excess is 13%, and at $kT=\Gamma/2$ it is 41%. The last two figures depend on the constant-$\Gamma$ model near the band edge, but they show where the theory loses its footing.

In both regimes the level width must be small compared with the typical carrier energy, which in your degenerate gas is $E_F$. For a very dilute gas, with $\mu$ many $kT$ below the band edge, the constant-$\Gamma$ model fails even then, because its Lorentzian tails place states below the edge, where the Fermi function is much larger. The argument does not extend to inelastic scattering, because it relied on each energy conducting separately. The numerical output below gives the figures behind these comparisons.

## Calculated quantities

```
Inputs: mu = 10.0 meV, hbar/tau = 1.0 meV, Gamma = 0.50 meV
tau = 0.6582 ps
T = 0.1 K: kT = 0.00862 meV, hbar/(tau kT) = 116.045
  Kubo = 20.00026 e^2/h, Boltzmann = 20.00000 e^2/h, Kubo/Boltzmann-1 = 1.32e-05
  Kubo sheet conductivity = 0.7748 mS
T = 1.0 K: kT = 0.08617 meV, hbar/(tau kT) = 11.605
  Kubo = 20.00027 e^2/h, Boltzmann = 20.00000 e^2/h, Kubo/Boltzmann-1 = 1.33e-05
T = 10.0 K: kT = 0.86173 meV, hbar/(tau kT) = 1.160
  Kubo = 20.00031 e^2/h, Boltzmann = 20.00002 e^2/h, Kubo/Boltzmann-1 = 1.46e-05
Occupation slope at mu, 0.1 K: with Gamma 0.6360 per meV, sharp levels 29.011 per meV
2D, Gamma/mu = 0.2: correction 8.291e-04, leading formula 8.488e-04
Sweep of hbar/tau at mu = 10 meV, T = 0.1 K (bubble only):
  hbar/tau = 1 meV: Kubo/Boltzmann = 1.00001
  hbar/tau = 10 meV: Kubo/Boltzmann = 1.01157
  hbar/tau = 20 meV: Kubo/Boltzmann = 1.06831
  hbar/tau = 40 meV: Kubo/Boltzmann = 1.28420
3D band, constant tau, relative correction to sigma at T=0, Gamma=0:
  kT/mu = 0.001, Gamma/mu = 0.020: Kubo 1.5122e-04, formula 1.5123e-04
  kT/mu = 0.010, Gamma/mu = 0.020: Kubo 2.7339e-04, formula 2.7337e-04
  kT/mu = 0.020, Gamma/mu = 0.002: Kubo 4.9515e-04, formula 4.9498e-04
Resonance: energy 10.05 meV, half width 0.10 meV, weight 0.05 meV^2
  Gamma at resonance = 1.000 meV, background = 0.500 meV
  T = 0.1 K: Kubo 11.3813 e^2/h, Boltzmann with level shift 11.3805 e^2/h
  T = 1.0 K: Kubo 13.7862 e^2/h, Boltzmann with level shift 13.7856 e^2/h
  T = 10.0 K: Kubo 18.8161 e^2/h, Boltzmann with level shift 18.8157 e^2/h
2D at mu = 0, constant Gamma:
  leading formula at kT/Gamma = 10: 1.803e-03
  kT/Gamma = 10.0: Kubo/Boltzmann-1 = 1.740e-03
  kT/Gamma = 1.0: Kubo/Boltzmann-1 = 1.319e-01
  kT/Gamma = 0.5: Kubo/Boltzmann-1 = 4.143e-01
Lattice: 20x20 sites, 25 samples, box disorder width 2.0 t, eta = 0.06 t
  E_F = 2.0 t above clean band bottom; Gamma: golden rule 0.1165 t, Born 0.1151 t
  kT = 0: exact states 9.872, bubble 10.087, Boltzmann 10.019 e^2/h
  kT = 0.2 t: exact states 9.671, bubble 9.911, time response 9.662 e^2/h
```
